# Schottky barriers from bulk levels and the interface potential lineup

## 1. What symmetry allows

A metal M touches a semiconductor S. The p-type barrier $\Phi_p$ is the height of the Fermi level above the valence-band edge of S, taken close to the contact but deep enough for S to look like its bulk crystal. Three calculations are available: bulk M, bulk S, and a periodic cell containing slabs of both. They supply six energies:

- from bulk M, the Fermi level $E_F^b$ and average potential energy $V_M^b$;
- from bulk S, the valence edge $E_V^b$ and average potential energy $V_S^b$;
- from the interface cell, the averages $V_M^i$ and $V_S^i$ deep inside the two slabs.

All potentials here are potential energies of an electron, so a higher value means a less favourable place for it.

Each calculation has its own arbitrary zero. In a periodic cell the electrostatic energy obeys

$$-\nabla^2V=\frac{e^2}{\varepsilon_0}N,\qquad N=n_{\rm el}-n_{\rm ion},$$

where $n_{\rm ion}$ counts ionic charge in units of $e$. The Fourier component at wavevector $\mathbf G$ satisfies $G^2V_{\mathbf G}=(e^2/\varepsilon_0)N_{\mathbf G}$. At $\mathbf G=0$ a neutral cell gives $0\cdot V_0=0$, which leaves $V_0$ free. Adding a constant $c$ to the potential adds $c$ to every eigenvalue and to the Fermi level, and leaves wavefunctions, occupations and density unchanged.

A barrier is a difference of two levels, so try the linear form

$$\Phi_p=E_F^b-E_V^b+\alpha V_M^b+\beta V_S^b+\gamma V_M^i+\delta V_S^i .$$

All terms are energies, so the coefficients are pure numbers. Shift the three zeros independently by $c_M$, $c_S$ and $c_i$. The change is

$$\delta\Phi_p=(1+\alpha)c_M+(-1+\beta)c_S+(\gamma+\delta)c_i .$$

It must vanish for all shifts, hence $\alpha=-1$, $\beta=1$ and $\delta=-\gamma$. One number remains. Suppose a dipole layer at the contact raises the whole interior of M by $\Delta$ relative to S. The metal's Fermi level rises with its potential, so $\Phi_p$ grows by $\Delta$, while $V_M^i-V_S^i$ also grows by $\Delta$. Thus $\gamma=1$, and

$$\boxed{\Phi_p=(E_F^b-V_M^b)-(E_V^b-V_S^b)+\Delta V,\qquad \Delta V=V_M^i-V_S^i.}$$

Shift symmetry and the dipole argument together have fixed the form within the linear ansatz. It has not shown that bulk levels may be carried into the interface cell, nor said which average to use. Those points need a derivation.

## 2. The simplest case: flat floors

Let each material have a constant potential floor, with its relevant level at a fixed height above it: $f$ for the metal's Fermi level and $v$ for the valence edge. The bulk calculations give

$$E_F^b=V_M^b+f,\qquad E_V^b=V_S^b+v .$$

In the interface cell the floors are $V_M^i$ and $V_S^i$, so the levels are $V_M^i+f$ and $V_S^i+v$. Their difference is

$$\Phi_p=f-v+V_M^i-V_S^i .$$

Substituting $f=E_F^b-V_M^b$ and $v=E_V^b-V_S^b$ gives the boxed formula.

This shows what the reference potential is. No single zero is common to the three calculations. The reference shared by bulk M and the interface cell is the average potential inside M; the one shared by bulk S and the interface cell is the average potential inside S. Each is evaluated twice, on two different energy scales. Within each calculation the arbitrary constant cancels between two quantities measured on the same scale.

**Limit: no interface.** Let both sides be the same crystal, and replace the valence edge by any chosen band level $E_L$. With no junction, $\Delta V=0$. Even if the two bulk runs had different zeros, the formula returns $(E_F-V)-(E_L-V)=E_F-E_L$, the separation within one crystal.

## 3. From flat floors to crystals

A real potential oscillates strongly between atoms, so "the floor" must be defined. First average over the plane parallel to the contact, leaving a function of the normal coordinate $x$. Deep in S it has period $a$:

$$V(x)=\sum_m V_m e^{iG_mx},\qquad G_m=\frac{2\pi m}{a}.$$

Average it over a sliding window of width $a$. Each component is multiplied by

$$\frac1a\int_{-a/2}^{a/2}e^{iG_ms}\,ds=\frac{\sin(G_ma/2)}{G_ma/2}=\frac{\sin(\pi m)}{\pi m}.$$

This is zero for $m\ne0$ and one, by its limit, for $m=0$. Only the constant $V_0$ survives. A second sliding average, over the metal's period $b$, leaves a constant unchanged. Deep in M the roles are exchanged: the average over $b$ removes the oscillation and the average over $a$ does no harm. One double average therefore serves the whole cell. The result is called the macroscopic average, written $\bar V(x)$. Its value in a slab is meaningful where both windows lie within the bulk-like interior, at least $(a+b)/2$ from the disturbed region.

Now assume that the slab interiors are bulk-like and free of a macroscopic field. The same ionic potentials, density functional and strain must be used in the bulk and interface calculations. The local potential in material $X$ is then the bulk one up to a constant:

$$v^i(x)=v_X^b(x)+C_X .$$

Since the densities agree, any local density-dependent exchange-correlation term agrees as well; the freedom lies in the electrostatic constant. Taking the macroscopic average of the electrostatic part gives

$$V_X^i=V_X^b+C_X\quad\Longrightarrow\quad C_X=V_X^i-V_X^b .$$

**Valence edge.** A constant shifts all eigenvalues of the local crystal Hamiltonian equally, so

$$E_V^i=E_V^b+V_S^i-V_S^b .$$

**Fermi level.** This needs one more step, because the Fermi level is set by filling and is common to the whole interface cell. Let $\mathcal N(\mu)$ be the number of electrons per cell of bulk M when its bulk potential is held fixed and the chemical potential is $\mu$. In the interface cell the potential is higher by $C_M$, so the interior of M contains $\mathcal N(E_F^i-C_M)$ electrons per cell. A field-free interior has no average charge, by Poisson's equation. With $Z$ the ionic charge per cell,

$$\mathcal N(E_F^i-C_M)=Z=\mathcal N(E_F^b).$$

A metal has states at its Fermi level, so $\mathcal N$ increases strictly there and the two arguments must be equal:

$$E_F^i=E_F^b+V_M^i-V_M^b .$$

The same argument would fail in S: at zero temperature $\mathcal N$ is constant across a gap, and neutrality does not select a level within it. The metal supplies the Fermi level, and S supplies the band edges.

Subtracting the two transferred levels,

$$\Phi_p=E_F^i-E_V^i=E_F^b+V_M^i-V_M^b-E_V^b-V_S^i+V_S^b .$$

Grouping terms from the same calculation recovers the boxed result. The conduction edge shifts by the same $C_S$, so with $E_g=E_C^b-E_V^b$,

$$\Phi_n=E_C^i-E_F^i=(E_C^i-E_V^i)-(E_F^i-E_V^i)=E_g-\Phi_p .$$

**Limit: two separated surfaces.** Put a wide vacuum between M and S. Suppose both remain neutral, with the Fermi level in the gap of S and no surface states that take up charge. The vacuum is then flat, at energy $V_{\rm vac}$. Define the work function $W=V_{\rm vac}-E_F$ and the ionization energy $I=V_{\rm vac}-E_V$. With $f$ and $v$ again denoting levels relative to the average potentials,

$$V_M^i-V_{\rm vac}=-W-f,\qquad V_S^i-V_{\rm vac}=-I-v .$$

Their difference is $\Delta V=I-W-f+v$. Inserting it gives

$$\Phi_p=f-v+\Delta V=I-W .$$

This is the Schottky limit. The vacuum level has cancelled. At a close contact the charge rearranges, and $\Delta V$ must be calculated for that contact; no vacuum level is then required.

## 4. Which potential, and where the interface enters

The electrostatic potential is not the only permissible reference. Suppose the full local potential contains a further part whose bulk average is $U_X$, such as a short-range ionic term. Using the full potential changes the averages by

$$V_X^b\to V_X^b+U_X,\qquad V_X^i\to V_X^i+U_X .$$

The difference of bulk terms changes by $-U_M+U_S$, and the lineup changes by $U_M-U_S$. The sum is zero. Thus the division into "bulk" and "interface" contributions is conventional, while the barrier is not. The convention must be the same in all three calculations.

For a fixed convention, the interface enters through $\Delta V$. Place S at small $x$ and M at large $x$, and let $x_S$ and $x_M$ lie in the flat interiors. The double average is a convolution, so it commutes with differentiation:

$$\frac{d^2\bar V}{dx^2}=-\frac{e^2}{\varepsilon_0}\bar N(x).$$

There is no field at $x_S$. Integrating once gives

$$\bar V'(x)=-\frac{e^2}{\varepsilon_0}\int_{x_S}^{x}\bar N(x')\,dx' .$$

Integrate again up to $x_M$ and exchange the order of integration. Each $x'$ contributes for all $x$ between $x'$ and $x_M$, a length $x_M-x'$:

$$\Delta V=-\frac{e^2}{\varepsilon_0}\int_{x_S}^{x_M}(x_M-x')\bar N(x')\,dx' .$$

The field also vanishes at $x_M$, so $\int\bar N\,dx'=0$ and the term with $x_M$ drops out:

$$\Delta V=\frac{e^2}{\varepsilon_0}\int_{x_S}^{x_M}x\,\bar N(x)\,dx .$$

The sign is sensible: moving electrons from S towards M makes the moment positive and raises the electron energy in M. The smoothing matters. $\bar N$ vanishes in both interiors, whereas the moment of the unsmoothed charge would depend on where within a crystal period the integral was stopped.

**Limit: a sharp double layer.** Let $\sigma$ electrons per unit area be transferred from a plane in S to a plane a distance $d$ nearer M. Then $\int x\bar N\,dx=\sigma d$, and $\Delta V$ changes by $e^2\sigma d/\varepsilon_0$, the potential-energy step of a parallel-plate capacitor. Here $\sigma$ is the net transfer after all electronic screening.

## 5. Finding the band edge without an average potential

A one-dimensional model permits a separate route to the barrier, using the wavefunctions of the interface cell alone. At energy $E$ the Schrödinger equation is of second order and has two independent solutions. Where the potential has period $a$, translation by $a$ turns a solution into another solution at the same energy. In the two-dimensional solution space it acts as a matrix $T$. The equation has no first-derivative term, so the Wronskian of two solutions is constant and $\det T=1$. The Cayley–Hamilton theorem then gives

$$T^2-D(E)\,T+1=0,\qquad D=\operatorname{tr}T .$$

Multiplication by $T^{-1}$ gives $T+T^{-1}=D$, or

$$\psi(x+a)+\psi(x-a)=D(E)\,\psi(x).$$

This holds for every eigenfunction of the interface cell, provided the three points lie in the periodic interior of S. It applies even to a metal state whose tail in S is decaying.

**Limit: an infinite crystal.** A Bloch wave gives $D=2\cos ka$. The gap between the first and second bands opens at $k=\pi/a$, where $D=-2$. Inside the gap $k=\pi/a+i\kappa$, and $D=-2\cosh\kappa a<-2$. With two electrons per period, one of each spin, S has its first band full and its second empty. The two energies bounding this gap, where $D$ passes through $-2$, are therefore $E_V^i$ and $E_C^i$, on the same scale as the cell's Fermi level.

## 6. A self-consistent contact

The model consists of parallel one-dimensional electron channels, one per area $A=40$ bohr², with the electrostatics averaged over the contact plane. Each ion is a Gaussian charge of width $w=1$ bohr, together with a short-range attraction $-u\,e^{-x^2/2w^2}$. The parameters are round numbers and represent no particular material.

| | S | M |
|---|---:|---:|
| Period (bohr) | 5 | 4 |
| Electrons per period | 2 | 1 |
| Depth $u$ (eV) | 6 | 1 |
| Periods in interface cell | 24 | 22 |

The electrons respond to the self-consistent Hartree potential; exchange and correlation are left out. Occupations are smeared as $\tfrac12\operatorname{erfc}[(E-\mu)/\sigma]$ with $\sigma=0.25$ eV, the same in all three calculations. The metal's Fermi level and the barrier depend on this choice by several meV. The equations are solved on a Fourier grid, with Bloch sampling in the bulk crystals and Newton iteration in the interface cell. That cell has two identical interfaces, so symmetry forbids a net field across either slab.

The potential zeros are deliberately different: 8 eV for bulk S, −5 eV for bulk M and 3 eV for the interface cell. The raw levels are $E_V^b=8.5029$ eV and $E_F^b=-3.5382$ eV. Their difference, −12.0411 eV, is not a barrier, since it contains the difference between the chosen zeros, $-5-8=-13$ eV. In each bulk run the average electrostatic energy equals the chosen zero, so

$$E_F^b-V_M^b=-3.5382+5=1.4618\ {\rm eV},$$

$$E_V^b-V_S^b=8.5029-8=0.5029\ {\rm eV}.$$

These terms alone give 0.9589 eV, still without the interface. In the middle of M the macroscopic average is averaged once more, over two metal periods, to suppress a residual oscillation from the half-filled band. The values in the interface cell are $V_M^i=3.6454$ eV and $V_S^i=2.5499$ eV, so $\Delta V=1.0955$ eV. Hence

$$\Phi_p=1.4618-0.5029+1.0955\simeq2.054\ {\rm eV}.$$

The bulk gap is 3.573 eV, which leaves $\Phi_n\simeq1.519$ eV.

For the wavefunction route, $D$ is obtained for each state by least squares in the middle of S. A polynomial in energy is fitted through these values and solved for $D=-2$. This places the valence edge at 3.0528 eV. The Fermi level of the same cell is 5.1076 eV, so

$$\Phi_p=5.1076-3.0528=2.0548\ {\rm eV}.$$

The unrounded lineup result is lower by 0.3 meV. The interface data show where this residue sits. In S, $E_V^i-V_S^i=3.0528-2.5499=0.5029$ eV, equal to the bulk term at this precision. In M, $E_F^i-V_M^i=5.1076-3.6454=1.4622$ eV, which is above the bulk term by the same 0.3 meV, within the rounding of the values shown. The small discrepancy thus lies on the metal side; the finite thickness of the metal slab is a plausible cause, but these numbers do not isolate it.

**Changing the reference.** With the total potential, the bulk terms become 2.0885 eV for M and 3.5108 eV for S, and the lineup becomes 3.4768 eV:

$$\Phi_p=2.0885-3.5108+3.4768\simeq2.054\ {\rm eV}.$$

The difference of bulk terms has even changed sign, yet the barrier is the same.

**Changing the contact.** Now widen each interface by 3 bohr and solve the cell again. The bulk calculations are untouched.

| Quantity (eV) | Close | Wide |
|---|---:|---:|
| Electrostatic $\Delta V$ | 1.096 | 0.629 |
| $\Phi_p$, lineup | 2.054 | 1.588 |
| $\Phi_p$, wavefunctions | 2.055 | 1.589 |
| $\Phi_n$, lineup | 1.519 | 1.985 |

Both routes give a change in $\Phi_p$ of −0.466 eV, and $\Phi_n$ rises by the same amount. The moment formula says that the wider contact has a smaller charge moment in the direction that raises M. It does not by itself separate the effect of moving the ions from that of the electronic response.

## 7. Where the formula stops working

The derivation used flat, bulk-like interiors. In the close contact the averaged potential changes by only about $10^{-5}$ eV over 15 bohr from the middle of S, so that condition is well met there. M is less flat: its averaged potential oscillates by a few meV near the middle of the slab, and even after the extra average over two periods it varies by some tenths of a meV with the reading point, comparable to the residue found above. If a slab is too thin, $V_X^i$ depends on where it is read, and no single $C_X$ exists. If a field crosses S, the band edge depends on position, and a barrier must be assigned to a stated plane.

The Fermi level must also lie in the gap of S. If the calculation places it inside a band, electrons or holes enter S, and the assumed neutral, flat region is lost. Doping raises a different matter of scale. A depletion layer may be much thicker than the interface cell. If its field barely alters the dipole at the contact, the formula gives the barrier there, and the slow band bending is added by a separate electrostatic calculation.

Strain belongs in the bulk terms. If S is stretched in the interface cell but relaxed in its bulk calculation, the two Hamiltonians differ by more than a constant, and the transfer of $E_V$ fails.

Finally, the formula transfers the levels of the chosen theory and does not improve them. A Kohn–Sham gap is in general not the quasiparticle gap, and an error in it enters $\Phi_p+\Phi_n$ directly. Suppose a better bulk theory moves the levels, relative to the same average potentials, by $\delta_F$ in M and $\delta_V$ in S. If the interface density, and hence $\Delta V$, is kept, the boxed formula gives

$$\delta\Phi_p=\delta_F-\delta_V .$$

Keeping $\Delta V$ is then an additional approximation: it assumes that the original theory already describes the charge at the contact well enough.
